# Voltage Ramp and Growth Time of an Anodic Oxide Film: verification in Python

```python
"""
Result under test: a compact anodic film with constant field F (V/nm), growing
at rate v (nm/s), has the voltage ramp dU/dt = F*v and reaches the film voltage
U after t = U/(F*v) from zero thickness, at thickness L = U/F.
The constant field is tested as an outcome of the high-field hopping law,
rate = v*exp(B*(field - F)), B = hop charge * hop length / (kT).
Lengths in nm, voltages in V, times in s, unless a name says otherwise.
Material parameters are rough typical values for barrier alumina.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Given data
field = 0.8
growth = 0.5
target = 100.0

# Derived answers
ramp = field * growth
time_target = target / ramp
thickness = target / field

# Rough material and cell parameters
temperature = 298.0          # K
hop_charge = 3               # elementary charges
hop_length = 0.3             # nm
site_density = 1e19          # mobile ions per m2
attempt = 1e13               # 1/s
permittivity = 9.0           # relative
density = 3.1                # g/cm3
mass_al, mass_o = 26.982, 15.999   # g/mol
native = 2.5                 # nm
offset = 1.0                 # V, magnitude
resistivity = 200.0          # ohm cm
gap = 2.0                    # cm
heat_transfer = 0.1          # W/(cm2 K)
breakdown = 400.0            # V
efficiency = 0.95

k_ev = const.k / const.e
B = hop_charge * hop_length / (k_ev * temperature)
eps = permittivity * const.epsilon_0

# Current density by Faraday's law, and by counting oxygen ions
molar_mass = 2 * mass_al + 3 * mass_o
faraday = const.N_A * const.e
current = 6 * faraday * density * growth * 1e-7 / molar_mass   # A/cm2
oxygen_mass = density * growth * 1e-7 * 3 * mass_o / molar_mass
oxygen_ions = oxygen_mass / (mass_o / const.N_A)
assert abs(oxygen_ions * 2 * const.e / current - 1) < 1e-10
current_si = current * 1e4                                    # A/m2


def relative_rate(local_field):
    """Ionic rate relative to its value at the given field."""
    return np.exp(min(B * (local_field - field), 50.0))


def fixed_current(factor, start):
    """Charge and grow a film at fixed current until it holds the target."""
    charging = current_si / eps * 1e-9                        # V/(nm s)

    def rhs(t, y):
        r = relative_rate(y[1])
        return [growth * r, charging * (factor - r)]

    def reached(t, y):
        return y[0] * y[1] - target
    reached.terminal = True

    def settled(t, y):
        return y[1] - 0.99 * field

    s = solve_ivp(rhs, (0, 400), [start, 0.0], method="Radau",
                  rtol=1e-8, atol=1e-10, first_step=1e-5,
                  events=[reached, settled], dense_output=True)
    assert s.success and len(s.t_events[0]) == 1
    t_end = s.t_events[0][0]
    t_mid = t_end / 2
    u_mid = np.prod(s.sol(t_mid))
    slope = (target - u_mid) / (t_end - t_mid)
    return t_end, slope, s.t_events[1][0], s.y_events[0][0]


# Fixed current: the field settles, and the voltage then rises linearly
t_zero, slope_zero, settle, end_state = fixed_current(1.0, 0.0)
assert abs(t_zero - time_target) < 0.03      # includes capacitor charging
assert abs(slope_zero / ramp - 1) < 1e-5
assert abs(end_state[0] / thickness - 1) < 1e-5
t_native, slope_native, _, _ = fixed_current(1.0, native)
time_native = (target - field * native) / ramp
assert abs(t_native - time_native) < 0.03
assert abs(slope_native / ramp - 1) < 1e-5

# Changed ionic current: field shift ln(factor)/B
for factor in (efficiency, 1.1):
    t_run, slope_run, _, state = fixed_current(factor, 0.0)
    shifted = field + np.log(factor) / B
    assert abs(state[1] - shifted) < 1e-5
    assert abs(slope_run / (shifted * factor * growth) - 1) < 1e-5
    if factor == efficiency:
        t_leak = t_run
shift_ten = 100 * np.log(1.1) / (B * field)

# Imposed voltage ramp, starting from the native film
s = solve_ivp(lambda t, y: [growth * relative_rate(ramp * t / y[0])],
              (0, time_target), [native], method="Radau",
              rtol=1e-8, atol=1e-10)
ramped_thickness = s.y[0, -1]
ramped_rate = growth * relative_rate(target / ramped_thickness)
assert s.success
assert abs(ramped_thickness / thickness - 1) < 1e-5
assert abs(ramped_rate / growth - 1) < 1e-3

# Held voltage: growth slows; the formula holds for small thickening
hold = 10.0
s = solve_ivp(lambda t, y: [growth * relative_rate(target / y[0])],
              (0, hold), [thickness], method="Radau",
              rtol=1e-9, atol=1e-10)
held_rate = growth * relative_rate(target / s.y[0, -1])
held_formula = growth / (1 + B * field * growth * hold / thickness)
assert s.success and abs(held_formula / held_rate - 1) < 0.05

# Uniform charge that makes the two face fields differ by 1 percent
charge_number = 0.01 * field * 1e9 * eps / (const.e * thickness * 1e-9)


def face_fields(number):
    """Finite-difference Poisson solution with the target voltage applied."""
    n = 200
    h = thickness / n
    source = number * const.e / eps * 1e-18                    # V/nm2
    matrix = (np.diag(-2 * np.ones(n - 1)) + np.diag(np.ones(n - 2), 1)
              + np.diag(np.ones(n - 2), -1))
    right = -source * h**2 * np.ones(n - 1)
    right[-1] -= target
    p = np.concatenate([[0.0], np.linalg.solve(matrix, right), [target]])
    left_slope = (-3 * p[0] + 4 * p[1] - p[2]) / (2 * h)
    right_slope = (3 * p[-1] - 4 * p[-2] + p[-3]) / (2 * h)
    return left_slope, right_slope


a, b = face_fields(0.0)
assert abs(a - field) < 1e-7 and abs(b - field) < 1e-7
a, b = face_fields(charge_number)
assert abs(abs(a - b) / (0.01 * field) - 1) < 1e-4

# Heating at fixed current: temperature coefficient of the field
prefactor = hop_charge * const.e * site_density * attempt      # A/m2
log_ratio = np.log(prefactor / current_si)
field_per_kelvin = -k_ev * log_ratio / (hop_charge * hop_length)
barrier = k_ev * temperature * log_ratio + hop_charge * hop_length * field


def current_error(f, temp):
    energy = barrier - hop_charge * hop_length * f
    return prefactor * np.exp(-energy / (k_ev * temp)) / current_si - 1


warm_field = brentq(current_error, 0.7, 0.9, args=(temperature + 1,),
                    xtol=1e-13)
assert abs((warm_field - field) / field_per_kelvin - 1) < 1e-5
heating = current * target / heat_transfer
heat_percent = 100 * field_per_kelvin * heating / field
heat_delay = -heat_percent / 100 * time_target

ohmic = current * resistivity * gap

print(f"given field: {field:.1f} V/nm = {field*10:.0f} MV/cm")
print(f"given growth rate: {growth:.1f} nm/s")
print(f"target film voltage: {target:.0f} V")
print(f"voltage ramp rate: {ramp:.3f} V/s = {ramp*60:.1f} V/min")
print(f"time from zero thickness: {time_target:.1f} s"
      f" = {time_target/60:.2f} min")
print(f"final thickness: {thickness:.1f} nm")
print(f"fixed-current integration, time: {t_zero:.3f} s")
print(f"fixed-current integration, ramp: {slope_zero:.5f} V/s")
print(f"time for field to reach 99 percent: {settle*1e3:.2f} ms")
print(f"imposed ramp, final thickness: {ramped_thickness:.3f} nm")
print(f"imposed ramp, final growth rate: {ramped_rate:.4f} nm/s")
print(f"rough temperature: {temperature:.0f} K")
print(f"rough hop charge: {hop_charge} e")
print(f"rough hop length: {hop_length:.1f} nm")
print(f"field coefficient B: {B:.2f} nm/V")
print(f"product B*F: {B*field:.2f} (no unit)")
print(f"field change for 10 percent more current: {shift_ten:.2f} percent")
print(f"hold time at target voltage: {hold:.0f} s")
print(f"growth rate after hold, integrated: {held_rate:.3f} nm/s")
print(f"growth rate after hold, formula: {held_formula:.3f} nm/s")
print(f"rough oxide density: {density:.1f} g/cm3")
print(f"molar mass of Al2O3: {molar_mass:.2f} g/mol")
print(f"ionic current density: {current*1e3:.3f} mA/cm2")
print(f"rough relative permittivity: {permittivity:.0f} (no unit)")
print(f"rough native film: {native:.1f} nm")
print(f"time with native film: {time_native:.1f} s")
print(f"time saved by native film: {time_target-time_native:.1f} s")
print(f"rough electrode offset, magnitude: {offset:.1f} V")
print(f"time shift from offset, magnitude: {offset/ramp:.1f} s")
print(f"rough electrolyte resistivity: {resistivity:.0f} ohm cm")
print(f"rough electrode gap: {gap:.0f} cm")
print(f"ohmic drop in electrolyte: {ohmic:.2f} V")
print(f"delay in cell voltage terms, magnitude: {ohmic/ramp:.2f} s")
print(f"rough heat transfer: {heat_transfer:.1f} W/(cm2 K)")
print(f"heating power at target: {current*target*1e3:.1f} mW/cm2")
print(f"temperature rise at target: {heating:.2f} K")
print(f"rough mobile-ion site density: {site_density:.0e} 1/m2")
print(f"rough attempt frequency: {attempt:.0e} 1/s")
print(f"field change per kelvin: {field_per_kelvin*1e3:.2f} mV/(nm K)")
print(f"field change from heating: {heat_percent:.2f} percent")
print(f"delay from heating: {heat_delay:.2f} s")
print(f"assumed current efficiency: {efficiency*100:.0f} percent")
print(f"delay at fixed total current: {t_leak-t_zero:.1f} s")
print(f"charge density for 1 percent field difference: "
      f"{charge_number*1e-6:.2e} e/cm3")
print(f"rough breakdown voltage: {breakdown:.0f} V")
print(f"breakdown voltage over target: {breakdown/target:.1f} (no unit)")
print("no test failed")
```

It prints:

```
given field: 0.8 V/nm = 8 MV/cm
given growth rate: 0.5 nm/s
target film voltage: 100 V
voltage ramp rate: 0.400 V/s = 24.0 V/min
time from zero thickness: 250.0 s = 4.17 min
final thickness: 125.0 nm
fixed-current integration, time: 250.007 s
fixed-current integration, ramp: 0.40000 V/s
time for field to reach 99 percent: 7.54 ms
imposed ramp, final thickness: 125.000 nm
imposed ramp, final growth rate: 0.5000 nm/s
rough temperature: 298 K
rough hop charge: 3 e
rough hop length: 0.3 nm
field coefficient B: 35.05 nm/V
product B*F: 28.04 (no unit)
field change for 10 percent more current: 0.34 percent
hold time at target voltage: 10 s
growth rate after hold, integrated: 0.239 nm/s
growth rate after hold, formula: 0.236 nm/s
rough oxide density: 3.1 g/cm3
molar mass of Al2O3: 101.96 g/mol
ionic current density: 0.880 mA/cm2
rough relative permittivity: 9 (no unit)
rough native film: 2.5 nm
time with native film: 245.0 s
time saved by native film: 5.0 s
rough electrode offset, magnitude: 1.0 V
time shift from offset, magnitude: 2.5 s
rough electrolyte resistivity: 200 ohm cm
rough electrode gap: 2 cm
ohmic drop in electrolyte: 0.35 V
delay in cell voltage terms, magnitude: 0.88 s
rough heat transfer: 0.1 W/(cm2 K)
heating power at target: 88.0 mW/cm2
temperature rise at target: 0.88 K
rough mobile-ion site density: 1e+19 1/m2
rough attempt frequency: 1e+13 1/s
field change per kelvin: -2.81 mV/(nm K)
field change from heating: -0.31 percent
delay from heating: 0.77 s
assumed current efficiency: 95 percent
delay at fixed total current: 13.6 s
charge density for 1 percent field difference: 3.18e+16 e/cm3
rough breakdown voltage: 400 V
breakdown voltage over target: 4.0 (no unit)
no test failed
```
